\section*{Spurious delocalization of a hole from curvature in fractional charge}

\section{Definitions and conventions}

A site is an atom, a molecule or a defect on which a hole can sit. Let $q$ be the hole charge on one site in units of $e$, so that $q=0$ is the filled site and $q=1$ the site with one electron removed. $E(q)$ is the energy that an approximate density functional gives for the isolated site, with nuclei fixed and orbitals self-consistent at each $q$. Since $q$ is a pure number, the curvature
\begin{equation}
C=\frac{d^2E}{dq^2},\qquad 0<q<1,
\end{equation}
is an energy. I first take $C$ to be constant. If the site lies in a dielectric, the electronic response of its surroundings is included in $E(q)$.

There are $N$ equivalent sites and one hole, so $q_i\ge0$ and $\sum_i q_i=1$. Sites are called distant when both tunnelling and electrostatic energy between them can be neglected. Gaussian units are used: two unit charges at distance $R$ in a medium of dielectric constant $\epsilon$ repel with energy $e^2/(\epsilon R)$.

The lowering $L_N$ is the energy with the whole hole on one site minus the energy with $q_i=1/N$ on every site. A positive $L_N$ means that the functional favours spreading. The claim is
\begin{equation}
L_N=\frac C2\left(1-\frac1N\right),
\label{claim}
\end{equation}
and that all of it is error.

\section{Two sites}

Constant curvature means $E(q)=\alpha+\beta q+\tfrac12Cq^2$. The end points fix $\alpha=E(0)$ and $\beta=E(1)-E(0)-\tfrac12C$. Inserting these,
\begin{align}
E(q)&=E(0)+q\,[E(1)-E(0)]-\tfrac12Cq+\tfrac12Cq^2\nonumber\\
&=(1-q)E(0)+qE(1)-\tfrac12C\,q(1-q).
\label{parabola}
\end{align}
The first two terms are the chord between the integer charges. For $C>0$ the curve sags below it.

Put $q$ on one site and $1-q$ on the other. For distant sites the energies add. The chord parts sum to $E(0)+E(1)$, the energy of the localized hole, and the sag occurs twice:
\begin{equation}
E(q)+E(1-q)-E(0)-E(1)=-C\,q(1-q).
\end{equation}
This vanishes at $q=0$ and $q=1$, as it must, and for $C>0$ it is lowest at $q=\tfrac12$, where it equals $-C/4$. Hence $L_2=C/4$, in agreement with (\ref{claim}).

\subsection*{What the exact energy does}

Let $\Psi_i$ be the many-electron state with the hole on site $i$. Equivalence gives every $\Psi_i$ the same energy $E_{\rm loc}=(N-1)E(0)+E(1)$, with exact site energies on the right. For distant sites the Hamiltonian does not connect different $\Psi_i$, and they are orthogonal. A normalized superposition $\sum_ic_i\Psi_i$ therefore has energy
\begin{equation}
\sum_i|c_i|^2E_{\rm loc}=E_{\rm loc}.
\end{equation}
With $|c_i|^2=1/N$ each site carries the mean charge $1/N$, yet the energy has not moved. If the exact energy is written as a sum over separated sites, then $N E(1/N)=(N-1)E(0)+E(1)$, which places $E(1/N)$ on the chord. The exact lowering is zero, so a nonzero $L_N$ is an error of the functional.

One electron shared by distant protons gives a direct test, with electron charge in the role of $q$. Four protons stand 5.0 nm apart at the corners of a tetrahedron, and the electron occupies either one hydrogen orbital or the equal combination of all four, in the 6-31G basis. With one electron there is no electron--electron repulsion, and the exact Hamiltonian gives an energy difference of 0.00000 eV to the digits computed. The PBE functional, evaluated with the same unrelaxed orbitals, puts the spread state 3.653 eV lower. This is net of 0.108 eV of repulsion between the four fractions, which is treated below for finite distance; a much larger basis gives 3.62 eV.

\section{Any number of sites}

Sum (\ref{parabola}) over the sites. Because $\sum_iq_i=1$, the chord parts give $(N-1)E(0)+E(1)$, the localized energy. The rest is
\begin{equation}
\Delta E=-\frac C2\sum_iq_i(1-q_i)=-\frac C2\Bigl(1-\sum_iq_i^2\Bigr).
\label{general}
\end{equation}
To find the extremes, expand a square that cannot be negative:
\begin{equation}
0\le\sum_i\Bigl(q_i-\frac1N\Bigr)^2=\sum_iq_i^2-\frac2N+\frac1N=\sum_iq_i^2-\frac1N .
\end{equation}
So $\sum_iq_i^2\ge1/N$, with equality for the uniform spread. On the other side $q_i^2\le q_i$ gives $\sum_iq_i^2\le1$, with equality for a localized hole. For $C>0$ the uniform spread is thus the minimum of (\ref{general}), and inserting $\sum_iq_i^2=1/N$ yields (\ref{claim}). For $C<0$ the order is reversed: the localized hole is lowest, and uniform spreading costs $|C|(1-1/N)/2$.

Two limits check the formula. At $N=1$ there is nowhere to spread and $L_1=0$. As $N\to\infty$, $L_N\to C/2$: the sag per site falls as $C/(2N)$ while the number of sites grows as $N$. The error therefore does not fade when the hole becomes dilute. Half of the limiting value is already reached at $N=2$. For $C=2.0$ eV the lowering is 0.500, 0.750 and 0.990 eV for $N=2$, 4 and 100.

\section{Curvature that varies with charge}

A real functional has $E''(q)$ that is not quite constant. Write $p=1/N$ and expand both end points about $p$, with the remainder in integral form:
\begin{align}
E(1)&=E(p)+(1-p)E'(p)+\int_p^1(1-s)E''(s)\,ds,\\
E(0)&=E(p)-pE'(p)+\int_0^p sE''(s)\,ds .
\end{align}
Now form $L_N=E(1)+(N-1)E(0)-NE(p)$. The terms in $E(p)$ cancel. The factor of $E'(p)$ is $(1-p)-(N-1)p=1-Np=0$. What remains is
\begin{equation}
L_N=(N-1)\int_0^{p}sE''(s)\,ds+\int_p^1(1-s)E''(s)\,ds .
\label{weighted}
\end{equation}
The weight is a triangle with its peak at $s=1/N$. Its area is
\begin{equation}
\frac{(N-1)p^2}{2}+\frac{(1-p)^2}{2}=\frac{1-p}{2}\,\bigl[p+(1-p)\bigr]=\frac{1-p}2,
\end{equation}
where $(N-1)p=1-p$ was used. Constant curvature thus returns (\ref{claim}). In general (\ref{claim}) holds with $C$ replaced by the weighted mean $\bar C_N=2L_N/(1-1/N)$.

The first moment of the weight shows which charges count:
\begin{equation}
\frac{(N-1)p^3}{3}+\frac16-\frac{p^2}2+\frac{p^3}3=\frac{1-p^2}{6},
\end{equation}
since $Np^3=p^2$. Dividing by the area gives the mean position $\bar s=(1+1/N)/3$. For a curvature linear in charge, $\bar C_N=E''(\bar s)$. Two sites sample the middle, $\bar s=\tfrac12$; many sites sample $\bar s\to\tfrac13$.

\subsection*{Curvature from orbital energies}

Let the hole orbital $h$ have occupation $f_h=1-q$. When $f_h$ changes, the energy changes directly through $f_h$ and indirectly through the orbitals:
\begin{equation}
\frac{dE}{df_h}=\varepsilon_h+\sum_kf_k\varepsilon_k\frac{d}{df_h}\langle\psi_k|\psi_k\rangle=\varepsilon_h .
\end{equation}
The indirect part has this form because each orbital obeys $\hat H\psi_k=\varepsilon_k\psi_k$ at self-consistency, and it vanishes because the norms are fixed. As $dq=-df_h$, $E'(q)=-\varepsilon_h(q)$, and integrating $E''$ from 0 to 1 gives
\begin{equation}
\int_0^1E''(s)\,ds=\varepsilon_h(0)-\varepsilon_h(1).
\label{levels}
\end{equation}
This is $C$ if the curvature is constant. The level at $q=1$ is that of the emptied orbital.

\subsection*{Test on an oxygen lone pair}

Water is a small closed-shell molecule with an oxygen lone pair, and it is also what porous dielectric films take up from moist air. The hole is placed in the out-of-plane lone pair, with fixed nuclei and the 6-31G basis. The small basis and the approximate functionals make these model values, not predictions of measured ionization energies. In the larger aug-cc-pVDZ basis, which includes diffuse functions, the PBE curvature is 1.0 eV smaller and the PBE lowering for four molecules 0.42 eV smaller; for PBE0 the reductions are 0.8 and 0.31 eV, and the Hartree--Fock curvature and lowering become about 0.05 eV more negative, while the Hartree--Fock levels themselves drop by about 0.2 eV. In aug-cc-pVTZ the Hartree--Fock curvature and lowering lie 0.15 and 0.10 eV below their 6-31G values, and the PBE curvature is 11.1 eV. The signs and the order of the three methods stay the same.

For PBE the level moves from $-6.198$ eV at $q=0$ to $-18.403$ eV at $q=1$, so (\ref{levels}) gives $C=12.21$ eV. Then (\ref{claim}) predicts $L_2=C/4=3.051$ eV and $L_4=3C/8=4.577$ eV. The total energies at fractional charge give 3.073 and 4.635 eV. Both constant-curvature estimates are low by about 1\% of the computed values.

Hartree--Fock has the opposite sign. The level rises from $-13.644$ to $-8.780$ eV, so $C=-4.86$ eV. The predicted $L_4$ is $-1.824$ eV and the computed one $-1.898$ eV: spreading over four molecules costs almost 2 eV. The means $\bar C_2=-4.82$ eV and $\bar C_4=-5.06$ eV differ more, in proportion, than the PBE values 12.29 and 12.36 eV. Since $\bar s$ is smaller for $N=4$, a linear model of $E''$ would place the stronger negative curvature at small hole charge.

PBE0, with one quarter of exact exchange, lies between the two: $C=7.89$ eV and a computed $L_4=3.000$ eV. In this molecule that admixture reduces the error but leaves most of it.

\section{Sites at finite distance}

Let all pairs of sites be at the same distance $R$, large compared with the size of a site, and let $V=e^2/(\epsilon R)$. In space this is possible for at most four sites. For more sites, the energy of the uniform spread follows if $V$ is replaced by the mean of $e^2/(\epsilon R_{ij})$ over all pairs. The Hartree energy treats the fractions of one hole as separate classical charges. For the uniform spread it adds
\begin{equation}
\frac12\sum_{i\ne j}\frac{V}{N^2}=\frac{N(N-1)}{2N^2}V=\frac V2\left(1-\frac1N\right).
\label{hartree}
\end{equation}
A localized hole has no such term. A semilocal exchange-correlation energy depends on the density at each point and its neighbourhood, so it cannot cancel a repulsion between separated sites.

Exact exchange can. Let $\phi_i$ be the lone-pair orbital on site $i$. The spread hole is missing from the combination $h=N^{-1/2}\sum_i\phi_i$, so the one-spin density matrix is that of filled sites minus $h(\mathbf r)h^*(\mathbf r')$. Between different sites it contains $-\phi_i(\mathbf r)\phi_j^*(\mathbf r')/N$. The exchange energy is $-\tfrac12$ times the integral of the squared density matrix with the Coulomb interaction. In vacuum its intersite part is
\begin{equation}
-\frac12\sum_{i\ne j}\frac1{N^2}\frac{e^2}{R}=-\frac{e^2}{2R}\left(1-\frac1N\right),
\end{equation}
equal and opposite to (\ref{hartree}) at $\epsilon=1$. A functional with the fraction $a$ of full-range exact exchange keeps the fraction $1-a$ of the repulsion, so
\begin{equation}
L_N=\frac{C-(1-a)V}{2}\left(1-\frac1N\right)\qquad(\epsilon=1).
\label{finite}
\end{equation}
In a polarizable medium the Hartree repulsion is screened by the response of the medium, while the exchange integral is not screened in the same way. There I use (\ref{finite}) for semilocal functionals alone, with $a=0$ and $V=e^2/(\epsilon R)$. As $R\to\infty$ the formula returns (\ref{claim}). For $C>0$ the sites count as distant when $V\ll C$, that is, when
\begin{equation}
R\gg\frac{e^2}{\epsilon C}.
\end{equation}

Four water molecules at the corners of a tetrahedron with edge 5.0 nm test this. The state is a single determinant with integer occupations and the hole in the symmetric combination of lone pairs. Here $e^2/R=0.2880$ eV, and (\ref{hartree}) gives $0.375\times0.2880=0.1080$ eV. The energy of the four molecules minus four times the site energy at $q=\tfrac14$ is 0.1080 eV for PBE, 0.0810 eV for PBE0 and zero to four decimals for Hartree--Fock: the fractions 1, $\tfrac34$ and 0 of the expected repulsion. Relative to a hole on an isolated molecule, the PBE lowering is $4.635-0.108=4.527$ eV. The orbitals are those of isolated molecules, so mutual polarization is left out. A hole localized inside the cluster would also feel the dipoles of the three neutral molecules, a shift of about $\pm0.004$ eV depending on the site.

Zero curvature does not by itself remove the error at finite distance. With $C=0$ and $a<1$, (\ref{finite}) is negative in vacuum, and the functional penalizes spreading by the uncancelled repulsion.

\section{When the lattice can relax}

A hole displaces the atoms around it. Give each site one spring coordinate $x$ with stiffness $k$ and a force $gq$ proportional to the hole charge. At fixed $q$,
\begin{equation}
\min_x\left(\tfrac12kx^2-gqx\right)=-\frac{g^2q^2}{2k}=-E_rq^2,
\end{equation}
reached at $x=gq/k$, where $E_r=g^2/2k$ is the relaxation energy of a full hole. The nuclei are classical and respond to the mean charge.

The localized hole gains $E_r$, and the uniform spread gains $N\times E_r/N^2=E_r/N$. In the true energy, where curvature and self-repulsion are absent, spreading therefore costs $E_r(1-1/N)$, and the hole traps itself. For a semilocal functional the lowering is subtracted from this cost:
\begin{equation}
E_{\rm spread}-E_{\rm loc}=\left(1-\frac1N\right)\left[E_r-\frac{C-V}{2}\right].
\label{relax}
\end{equation}
The functional spreads a hole that should be trapped if
\begin{equation}
C-V>2E_r .
\end{equation}
At given $V$ the number of sites sets the size of the difference but not its sign. If further sites lie farther away, however, the mean repulsion falls and the sign can change. For $E_r=0$, (\ref{relax}) reduces to $-L_N$; for $C=V=0$ it gives the true cost.

\section{A hole trap in a silica-based dielectric}

Take $N=4$ oxygen sites with $C=2.0$ eV, $E_r=0.6$ eV, $R=1.5$ nm and electronic dielectric constant $\epsilon=2.1$. Then $V=0.457$ eV and $e^2/(\epsilon C)=0.343$ nm, so $R$ is only about four times the length it should greatly exceed, and the repulsion cannot be neglected. With the ions fixed,
\begin{align}
\tfrac38C&=0.750\ \mathrm{eV}&&\text{(distant sites)},\\
\tfrac38(C-V)&=0.375\times1.543=0.579\ \mathrm{eV}&&(R=1.5\ \mathrm{nm}).
\end{align}
The repulsion removes 23\% of the ideal lowering. With relaxed ions, the true cost of spreading is $0.75\times0.6=0.450$ eV, whereas the functional gives $0.450-0.579=-0.129$ eV. It predicts a spread hole where the model's true ground state is self-trapped. A numerical minimization over site charges and spring displacements gives the same energies.

The sign rests on a narrow margin. Self-trapping in the functional would need $E_r>0.771$ eV or, at the given $E_r$ and $V$, $C<V+2E_r=1.66$ eV. The error of 0.579 eV is much less delicate than the sign of the final difference.

Four neglected effects can be sized, each taken alone:
\begin{itemize}
\item Tunnelling with matrix element $-t$ between all pairs, $t=5$ meV, lowers the in-phase uniform state by $(N-1)t=0.015$ eV; for the opposite sign the largest gain is only $t$. This gain is real physics and belongs in the true energy too.
\item If the ions also screen the repulsion, with $E_r$ held fixed, the spread state gains 0.051 eV for a static constant of 3.0 and 0.079 eV for 3.9, the value of dense silica. Classical ions give the same gain in the true energy, so the error of the functional stays at 0.579 eV.
\item At 400 K a trapped hole can choose among four sites, which lowers its free energy by $k_BT\ln4=0.048$ eV.
\item Site energies $\delta_i$ of $-0.1$, 0, 0 and $0.1$ eV make the spread uneven.
\end{itemize}

The last case can be followed by hand. With relaxed springs, the part of the energy that depends on the distribution is $\tfrac12\kappa\sum_iq_i^2+\sum_i\delta_iq_i$, where $\kappa=C-V-2E_r=0.343$ eV. Minimizing at fixed total charge with multiplier $\lambda$ gives $q_i=(\lambda-\delta_i)/\kappa$ on occupied sites. If three are occupied, $3\lambda=0.343-0.1$ eV, so $\lambda=0.081$ eV. The shares are 0.528, 0.236 and 0.236; the fourth site, at $0.1\ \mathrm{eV}>\lambda$, stays empty. The minimum now lies 0.057 eV below the hole trapped on the deepest site, instead of 0.129 eV. This modest disorder removes more than half of the difference but does not restore trapping.

These are round, assumed parameters for an oxygen hole trap in a silica-based interlayer film, not values computed for a particular defect. The electronic constant 2.1 is close to that of dense silica; porous films have lower values. The curvature of 2 eV is an assumption, far below the 11 to 12 eV that PBE gives for an isolated water molecule, and should be computed for the defect and functional at hand. In the well-known trap where aluminium replaces silicon, the competing oxygens are neighbours roughly a quarter of a nanometre apart. That is comparable with the size of a site, so the point-charge formula does not apply there, although the competition between curvature and relaxation remains. Real films are amorphous, which breaks the assumption of equivalent sites; for the offsets above this moves the result by 0.07 eV, and larger offsets can trap the hole even in the functional. The 6-31G results and most of the model values are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
WATER, 6-31G, hole in the out-of-plane lone pair (eV)
O-H length 0.9579 angstrom
PBE: E(1)-E(0) = 12.396 eV
PBE: eps_h(0) = -6.198, eps_h(1) = -18.403 eV
PBE: C from levels = 12.206 eV
PBE: C/4 = 3.051, computed L_2 = 3.073 eV
PBE: 3C/8 = 4.577, computed L_4 = 4.635 eV
PBE: mean C from L_2 12.292, L_4 12.359 eV
PBE: intersite energy, 4 molecules = 0.1080 eV
PBE: lowering in the 4-molecule run = 4.527 eV
PBE0: E(1)-E(0) = 12.337 eV
PBE0: eps_h(0) = -8.318, eps_h(1) = -16.204 eV
PBE0: C from levels = 7.885 eV
PBE0: C/4 = 1.971, computed L_2 = 1.985 eV
PBE0: 3C/8 = 2.957, computed L_4 = 3.000 eV
PBE0: mean C from L_2 7.942, L_4 8.000 eV
PBE0: intersite energy, 4 molecules = 0.0810 eV
PBE0: lowering in the 4-molecule run = 2.919 eV
HF: E(1)-E(0) = 10.978 eV
HF: eps_h(0) = -13.644, eps_h(1) = -8.780 eV
HF: C from levels = -4.864 eV
HF: C/4 = -1.216, computed L_2 = -1.204 eV
HF: 3C/8 = -1.824, computed L_4 = -1.898 eV
HF: mean C from L_2 -4.817, L_4 -5.061 eV
HF: intersite energy, 4 molecules = -0.0000 eV
HF: lowering in the 4-molecule run = -1.898 eV
Distance of molecules 5.0 nm, e^2/R = 0.2880 eV
Expected intersite energy, no exchange = 0.1080 eV
ONE ELECTRON, FOUR PROTONS, same distance, spread minus local
exact 0.00000 eV (magnitude), PBE -3.653 eV
MODEL OXYGEN HOLE TRAP IN A SILICA-BASED DIELECTRIC
N = 4, C = 2.0 eV, E_r = 0.6 eV
R = 1.5 nm, electronic eps = 2.1, V = 0.457 eV
Length e^2/(eps C) = 0.343 nm
Ideal lowering for N = 2: 0.500 eV
Ideal lowering for N = 3: 0.667 eV
Ideal lowering for N = 4: 0.750 eV
Ideal lowering for N = 8: 0.875 eV
Ideal lowering for N = 100: 0.990 eV
Minimized, distant sites, fixed ions: lowering 0.750 eV
Minimized, R = 1.5 nm, fixed ions: lowering 0.579 eV
True cost of spreading, relaxed ions: 0.450 eV
Functional, spread minus self-trapped: -0.129 eV
Self-trapping needs E_r above (C-V)/2 = 0.771 eV
NEGLECTED EFFECTS
Tunnelling t = 5 meV: spread state gains 0.015 eV
Disorder, site energies (eV): -0.1 0.0 0.0 0.1
Hole shares with disorder: 0.528 0.236 0.236 0.000
With disorder, minimum minus deepest trap: -0.057 eV
Ions screen V (eps = 3.0): lowering grows 0.051 eV
Site entropy kT ln N at 400 K: 0.048 eV
\end{verbatim}
